# Capacitor size at which ferroelectric reversal charge equals thermal noise

## The reading of a small capacitor

A ferroelectric capacitor stores a bit in the direction of its remanent polarization. To read it, one electrode, the plate, is pulsed, while the other is joined to a sense node. If the pulse reverses the polarization, charge is displaced onto the node and its voltage changes. If the polarization already had the direction favoured by the pulse, no reversal charge appears.

The signal is proportional to the capacitor's area. The thermal charge on the node is set mainly by the much larger capacitance of the wiring and the amplifier input, and it does not shrink with the ferroelectric. At some size the two must be equal. These notes find that size for a node of 1 pF at 300 K and a reversal charge density of 40 uC/cm², which is 0.4 C/m².

Let the capacitor be a square of side $L$ and area $A=L^2$. Its remanent polarization is $+P_r$ or $-P_r$ along the film normal, so reversal changes it by

$$\Delta P=2P_r .$$

The 0.4 C/m² is this full change. The polarization is taken as uniform over the area and as reversing completely. The node has capacitance $C$ to ground, not counting the film. The film adds its linear dielectric capacitance

$$C_f=cA,\qquad c=\frac{\varepsilon_0\varepsilon_r}{d},$$

where $d$ is the film thickness and $\varepsilon_r$ the relative permittivity without switching. The small parameter of the problem is $C_f/C$.

## The signal on a floating node

Before a read, a switch connects the node to ground and then opens. From that moment the total free charge on the node is conserved, apart from leakage.

Let $V$ be the node voltage and $V_p$ the plate voltage, and count $P$ as positive when it points from the node electrode to the plate. The field in that direction is $(V-V_p)/d$, and the displacement is $\varepsilon_0\varepsilon_r(V-V_p)/d+P$. The free charge on the node's film electrode is the displacement times the area. Adding the charge on $C$ gives the conserved quantity

$$CV+C_f(V-V_p)+PA=\text{constant}.$$

Compare the moments before and after the pulse, with $V_p=0$ at both. The dielectric term then contributes $C_fV$ each time, and subtraction gives

$$(C+C_f)(V_{\rm after}-V_{\rm before})=-(P_{\rm after}-P_{\rm before})A .$$

A positive plate pulse makes a field that points towards the node, so it turns $P=+P_r$ into $P=-P_r$. The bracket on the right is $-2P_r$, and the node voltage rises by

$$V_s=\frac{\Delta P\,A}{C+C_f}. \tag{1}$$

If $P$ was $-P_r$ from the start, the node returns to its earlier voltage. The difference between the two stored states is therefore $V_s$.

## The thermal charge

While the switch is closed, the node exchanges charge with ground through a resistance at temperature $T$. Let $q$ be the departure of the node charge from its mean, at fixed plate voltage and fixed remanent polarization. Its electrostatic energy is $q^2/2C_t$, with $C_t=C+C_f$. In classical equilibrium the probability density of $q$ is proportional to $\exp(-q^2/2C_tkT)$. This is a Gaussian, and comparison with the standard form $\exp(-q^2/2\langle q^2\rangle)$ gives

$$\langle q^2\rangle=kTC_t,\qquad \langle V^2\rangle=\frac{\langle q^2\rangle}{C_t^2}=\frac{kT}{C_t}. \tag{2}$$

When the switch opens, the momentary value of $q$ is trapped. It is constant during one read but differs from one reset to the next, with the variance (2).

The switch resistance $R$ does not appear, and Johnson noise shows why. For $C_f\ll C$ the node impedance is that of $R$ in parallel with $C$, whose real part is $R/[1+(2\pi fRC)^2]$. The one-sided voltage spectrum is $4kT$ times this. With $x=2\pi fRC$, so that $df=dx/(2\pi RC)$,

$$\langle V^2\rangle=\int_0^\infty\frac{4kTR\,df}{1+(2\pi fRC)^2}
=\frac{4kTR}{2\pi RC}\int_0^\infty\frac{dx}{1+x^2}
=\frac{2kT}{\pi C}\,\frac{\pi}{2}=\frac{kT}{C}.$$

A larger resistance makes a stronger spectrum over a narrower band, and the product is unchanged. Numerical integration of the impedance for 100 ohm and for 1 Mohm gives $6.436\times10^{-17}$ C in both cases.

Two conditions stand behind the classical result. The first is that the circuit's rate $1/RC$ be slow on the thermal scale, $\hbar/(RC\,kT)\ll1$. For a switch of 1 kohm this ratio is $2.5\times10^{-5}$. The second is that the graininess of charge be negligible, $e^2/(CkT)\ll1$. Here the ratio is $6.2\times10^{-6}$, and a Boltzmann sum over whole electron numbers reproduces $kTC$ to the six decimals printed.

The law does fail on a small enough node. At 1 aF the second ratio is a million times larger, 6.2. Let the switch resistance be well above $h/e^2\approx26$ kohm, so that the number of electrons on the node is well defined, and take a mean charge of zero. One extra or missing electron then has the relative weight $e^{-6.2/2}\approx0.045$, and larger numbers are negligible. The variance in units of $e^2$ is $2(0.045)/(1+2\times0.045)\approx0.083$. Since $kTC/e^2=1/6.2$, the ratio to $kTC$ is $0.083\times6.2\approx0.51$, in agreement with the full sum, 0.513.

## Leading order and first correction

Setting the signal (1) equal to the rms noise voltage from (2) gives

$$\frac{\Delta P\,A}{C+C_f}=\sqrt{\frac{kT}{C+C_f}} .$$

Multiply by $C+C_f$, square, and insert $C_f=cA$:

$$\Delta P^2A^2=kT(C+cA). \tag{3}$$

At leading order in $C_f/C$ the term $cA$ is dropped. The area and side are then

$$A_0=\frac{\sqrt{kTC}}{\Delta P},\qquad
L_0=\frac{(kTC)^{1/4}}{\sqrt{\Delta P}} . \tag{4}$$

To find the correction, write $A=aA_0$ and divide (3) by $kTC=\Delta P^2A_0^2$:

$$a^2=1+\epsilon a,\qquad \epsilon=\frac{cA_0}{C}. \tag{5}$$

Here $\epsilon$ is the film capacitance at the leading-order size, divided by $C$. The positive root of this quadratic is

$$a=\frac{\epsilon}{2}+\sqrt{1+\frac{\epsilon^2}{4}}
=1+\frac{\epsilon}{2}+\frac{\epsilon^2}{8}+\dots$$

The side is proportional to $\sqrt a$. With $\sqrt{1+u}=1+u/2-u^2/8+\dots$ and $u=\epsilon/2+\epsilon^2/8$, the second-order terms are $\epsilon^2/16-\epsilon^2/32$, and so

$$L=L_0\left(1+\frac{\epsilon}{4}+\frac{\epsilon^2}{32}+\dots\right). \tag{6}$$

The factor 1/4 can be traced. Loading lowers the signal voltage by the fraction $\epsilon$ and the noise voltage by $\epsilon/2$, so their ratio falls by $\epsilon/2$. The area must grow by that fraction, and the side by half of it.

### The opposite limit

If $C$ is reduced until the film's own capacitance dominates, the term $C$ in (3) is dropped instead. Then $\Delta P^2A=kTc$, and

$$L_f=\frac{\sqrt{kTc}}{\Delta P}.$$

Its relation to $L_0$, for a given $C$, follows from

$$\frac{L_f^2}{L_0^2}=\frac{kTc}{\Delta P^2A_0}
=\frac{kTc\,A_0}{kTC}=\epsilon ,$$

where $\Delta P^2A_0^2=kTC$ was used. This limit would be a floor for the side that no reduction of the wiring capacitance could lower. Whether it has physical content depends on its size, which is found below.

## The numbers

At 300 K and 1 pF,

$$\sqrt{kTC}=\sqrt{(4.142\times10^{-21}\,\text{J})(10^{-12}\,\text{F})}
=6.436\times10^{-17}\ \text{C}.$$

This is about 402 electrons, or 64 uV on the node. The area and side are

$$A_0=\frac{6.436\times10^{-17}\ \text{C}}{0.4\ \text{C/m}^2}
=1.609\times10^{-16}\ \text{m}^2,\qquad L_0=12.7\ \text{nm}.$$

The side is therefore about 13 nm. If $P_r$ were put in place of $2P_r$, it would come out larger by $\sqrt2$, at 17.9 nm.

The fourth root makes the answer insensitive to the node. With the temperature and $\Delta P$ held fixed, a tenfold smaller node of 0.1 pF gives $12.7\times0.1^{1/4}=7.1$ nm. The dependence on $\Delta P$ is stronger, an inverse square root.

For a film 10 nm thick with $\varepsilon_r=30$, the parallel-plate formula gives $C_f=4.3$ aF at this size. Hence $\epsilon=4.3\times10^{-6}$, and (6) predicts a relative increase of the side of $\epsilon/4=1.07\times10^{-6}$. A numerical solution of the loaded balance gives the same shift. The side and thickness are comparable, so fringing fields can change $C_f$ by a factor of order one. The correction remains negligible.

The opposite limit is $L_f=L_0\sqrt\epsilon\approx12.7\times0.0021\approx0.03$ nm. This is smaller than an atom, and the corresponding charge, $402\,\epsilon\approx0.002$ electron, is far below one electron. For this film the limit lies outside the continuum model, and film loading sets no useful floor. Other assumptions fail long before it is reached.

## What equality means for a decision

Let $\sigma$ be the rms noise charge and $Q=\Delta P\,A$ the reversal charge. The two stored states give Gaussian distributions centred at 0 and $Q$. For equally likely states of equal noise the best threshold is halfway, at $Q/2$. An error needs a fluctuation larger than $z=Q/2\sigma$ standard deviations in one direction:

$$p=\int_z^\infty\frac{e^{-u^2/2}}{\sqrt{2\pi}}\,du
=\frac12\,\mathrm{erfc}\!\left(\frac{Q}{2\sqrt2\,\sigma}\right). \tag{7}$$

At $Q=\sigma$ this is 0.3085. A simulation of 800,000 decisions gives 0.3081, within its statistical error of about 0.0005. Nearly one read in three is wrong, so the 13 nm capacitor marks a scale and is not a usable memory cell with this single-sample read.

For small $p$ the integral has its own asymptotic form. Write $\phi(u)=e^{-u^2/2}/\sqrt{2\pi}$, so that $\phi(u)=-\phi'(u)/u$. Integration by parts gives

$$p=\frac{\phi(z)}{z}-\int_z^\infty\frac{\phi(u)}{u^2}\,du .$$

The same step on the remaining integral gives $\phi(z)/z^3$ at leading order, and therefore

$$p\simeq\frac{\phi(z)}{z}\left(1-\frac1{z^2}\right).$$

At $z=6$, $\phi=6.08\times10^{-9}$. The leading term is $1.01\times10^{-9}$, and the first correction brings it to $0.98\times10^{-9}$. A target of $10^{-9}$ thus needs $z$ close to 6 and $Q$ close to $12\sigma$, as the numerical inversion of (7) also gives. Since $Q\propto L^2$ at fixed $\sigma$, the side becomes

$$L=12.7\sqrt{12}\ \text{nm}\approx44\ \text{nm}.$$

This value counts reset noise alone. Tightening the target costs little: to leading logarithmic order $z\approx\sqrt{2\ln(1/p)}$, so the side grows as $[\ln(1/p)]^{1/4}$.

## Amplifier noise, a correction that is not small

Let the amplifier have a white input voltage noise of density $e_n$ over a noise bandwidth $B$. Referred to the node, this is a charge $\sigma_a=C e_n\sqrt B$. With the assumed values of 5 nV/sqrt(Hz) and 100 MHz the voltage is $5\times10^{-9}\times10^4=5\times10^{-5}$ V. On 1 pF this is $5\times10^{-17}$ C, or 312 electrons.

Independent noises add in variance, so the side for equality becomes

$$L=L_0(1+r^2)^{1/4}\simeq L_0\left(1+\frac{r^2}{4}\right),\qquad r=\frac{\sigma_a}{\sigma}. \tag{8}$$

Here $r=312/402=0.78$ and $r^2=0.60$. The full expression gives 14.3 nm. The first correction alone gives $12.7\times1.15=14.6$ nm, about 2% above the full expression, because $r^2$ is not small. Among the two corrections worked out so far, this one is larger than film loading by five orders of magnitude.

The ratio $r^2=Ce_n^2B/kT$ grows with $C$. For a fixed amplifier, reset noise dominates below $C=1\ \text{pF}/0.60\approx1.7$ pF, and $L\propto C^{1/4}$ well below it. Well above it the amplifier dominates and $L\propto C^{1/2}$. The weak dependence on $C$ found earlier thus belongs to small nodes.

## Removing the reset charge

The trapped charge is the same before and after the plate pulse. Reading the node at both times and subtracting removes it, apart from what relaxes through the open switch.

To find the remainder, note that the charge obeys $dq/dt=-q/RC+i(t)$, where the thermal current $i(t)$ is uncorrelated with the earlier charge $q(0)$. Multiplying by $q(0)$ and averaging gives $\langle q(0)q(t)\rangle=\sigma^2e^{-t/RC}$. The variance of the difference is then

$$\langle[q(t)-q(0)]^2\rangle=\sigma^2+\sigma^2-2\sigma^2e^{-t/RC}
=2\sigma^2\left(1-e^{-t/RC}\right). \tag{9}$$

The same quantity follows from the noise spectrum, weighted with $2(1-\cos2\pi ft)$. Numerical integrals at $t/RC=0.3$ and 2 agree with (9) to within $10^{-6}\sigma^2$.

For $t\ll RC$ the rms difference is $\sigma\sqrt{2t/RC}$. With an open-switch resistance of 1 Tohm, $RC=1$ s. For samples 100 ns apart the remainder is $402\sqrt{2\times10^{-7}}\approx0.18$ electron. If the open switch passes whole electrons, as a barrier of this resistance does, this rms value means one electron in about 3% of reads and none in the rest. Reset noise is therefore no fundamental limit to the size of the capacitor.

The amplifier noise behaves in the opposite way. If its values in the two samples are independent, the variances add, and its rms value grows to $312\sqrt2\approx441$ electrons. The side for equality is

$$L=12.7\sqrt{441/402}\ \text{nm}\approx13.3\ \text{nm},$$

against 14.3 nm for one sample with the same amplifier. The gain is modest because one noise has been exchanged for another. With the remainder neglected, double sampling helps when $2\sigma_a^2<\sigma^2+\sigma_a^2$, that is, when $\sigma_a<\sigma$. To go much further, the amplifier noise itself must be reduced, for instance by a narrower bandwidth and a slower read. This helps only up to a point. Real amplifiers also have $1/f$ noise, whose variance in the difference stays the same when the bandwidth is lowered and the delay lengthened in proportion. The remainder (9) and the leakage through the film both grow with the delay.

## Beside a real film

The parameters lie in the regime of thin hafnium-zirconium oxide films. A thickness of 10 nm, a permittivity of 30 and a reversal charge of 40 uC/cm² are rough typical values, the last for a film that switches well. The assumption most at risk is a uniform $\Delta P$, since grains in such films can be about as wide as this capacitor. Suppose that it holds one grain, with a polar axis of random direction at angle $\theta$ to the normal, and that the charge is proportional to $|\cos\theta|$. For random directions $|\cos\theta|$ is uniform between 0 and 1, with mean 1/2 and standard deviation $1/\sqrt{12}$. The relative spread is $1/\sqrt3\approx0.58$. If the mean density stays at 40 uC/cm², grains one standard deviation above and below it need sides of $12.7/\sqrt{1.58}\approx10$ nm and $12.7/\sqrt{0.42}\approx20$ nm. These sides assume that every grain reverses. The lower grain has $|\cos\theta|\approx0.21$, so a field of 2 MV/cm across the film gives only about 0.4 MV/cm along its axis, below the coercive field of roughly 1 MV/cm typical of such films. With a fixed axis and that threshold, this grain and all others with $|\cos\theta|<1/2$, half of the total, would not reverse at all. A preferred orientation of the grains, or a polar axis able to move to another crystal direction, would change the spread in turn.

The offset of the sense amplifier, caused by transistor mismatch, has not been counted. In real memories it is often of the order of millivolts, far above the 64 uV of reset noise. Entered in (8) as a charge $C$ times the offset, an rms value of 1 mV gives $r\approx16$ and a side of about 50 nm for a single-sample read. Double sampling removes a steady offset. The following effects are smaller, or of similar size to the amplifier's noise:

- If patterning leaves a rim 1 nm wide that does not switch, the outer side grows by 2 nm, to 14.7 nm. The width is an assumed value.
- At 358 K, with $\Delta P$ held fixed, the side is larger by $(358/300)^{1/4}$, at 13.3 nm. A change of $\Delta P$ with temperature would add to this.
- While a plate voltage of 2 V is on, the linear dielectric charge is about 53 electrons, or 13% of the reversal charge, by the parallel-plate formula. Fringing raises it: for electrodes of this size in a uniform medium of the same permittivity the capacitance is nearly three times larger, and the charge is about 150 electrons. In this model it is common to both states, and it vanishes when the plate returns to zero. A sample taken during the pulse needs a threshold shifted by this amount.
- The same voltage gives a field of 2 MV/cm, half of a rough breakdown field of 4 MV/cm. At an assumed leakage of 0.001 A/cm², the charge through the film in 100 ns is 0.001 electron.

The estimate compares charges. It does not say whether a capacitor of this size keeps its polarization, or whether it switches completely in the time allowed. Within its assumptions the scale is 13 nm, and the listed changes of amplifier, rim and temperature raise it by 2 nm or less each, and by about 4 nm together, while a single grain of unfavourable orientation, or an uncancelled amplifier offset, can move it by much more. The numerical output below gives the main values used here.

## Values computed for the example and the checks

```
Temperature: 300 K
Node capacitance: 1 pF
Reversal charge density 2Pr: 40 uC/cm2
Thermal energy kT: 25.85 meV
Rms noise charge: 6.436e-17 C
Rms noise charge: 401.7 electrons
Rms noise voltage: 64.36 uV
Discrete-charge variance / kTC at 1 pF: 1.000000
Discrete-charge variance / kTC at 1 aF: 0.513
Johnson integral charge, R = 100 ohm: 6.436e-17 C
Johnson integral charge, R = 1 Mohm: 6.436e-17 C
Capacitor area: 160.9 nm2
Capacitor side: 12.68 nm
Side if Pr were used for 2Pr: 17.94 nm
Side for a 0.1 pF node: 7.133 nm
Error probability at equality: 0.3085
Simulated error probability: 0.3081
Target error probability: 1e-09
Signal/noise needed for target: 12
Side needed for target: 43.93 nm
Film thickness: 10 nm
Film relative permittivity: 30
Film capacitance (parallel plate): 4.274 aF
Relative side shift from loading: 1.07e-06
Switch on-resistance: 1 kohm
Switch off-resistance: 1 Tohm
Delay between samples: 100 ns
Reset noise left by double sampling: 0.1796 electrons
Amplifier noise density: 5 nV/sqrt(Hz)
Amplifier noise bandwidth: 100 MHz
Amplifier noise, one sample: 312.1 electrons
Total noise, one sample: 508.7 electrons
Side with amplifier, one sample: 14.27 nm
Total noise, double sampling: 441.3 electrons
Side with amplifier, double sampling: 13.3 nm
Dead rim width per edge: 1 nm
Side including dead rim: 14.68 nm
Hot operating temperature: 358 K
Side at hot temperature, same 2Pr: 13.26 nm
Relative charge spread, random grains: 0.578
Read voltage: 2 V
Read field: 2 MV/cm
Rough breakdown field: 4 MV/cm
Linear dielectric charge: 53.35 electrons
Linear charge / reversal charge: 0.133
Assumed leakage density: 0.001 A/cm2
Leakage charge in sample delay: 0.001004 electrons
Quantum ratio hbar/(RC kT): 2.55e-05
Charging ratio e^2/(C kT): 6.20e-06
```
